# How Narrow Should a Thermoelectric Transport Distribution Be at Fixed Weight?

## Part 1. The sharp level at fixed transport weight

Take a thermoelectric film for cooling a chip at 350 K, with a lattice heat conductivity of 1 W/(m K). Let its electrons conduct in a band whose contribution to the conductivity rises linearly with energy over 0.2 eV. With the chemical potential placed as well as possible near the lower edge, the figure of merit is $ZT=0.37$ and the Seebeck coefficient is $-200\ \mu$V/K. Now gather the same total transport weight at one energy, 72 meV above the chemical potential. The Seebeck coefficient hardly changes, to $-207\ \mu$V/K, yet $ZT$ rises to 1.14. Where does the factor of three come from, why 72 meV, and how much of it survives when the weight cannot be piled up without limit?

### Assumptions and transport coefficients

Carriers are electrons of charge $-e$, with $e>0$. The electrochemical potential $\mu$ and the temperature $T$ vary slowly along $z$, and the response is linear. Scattering of the carriers is elastic, so each energy conducts independently. The energy $E$ includes the electrostatic energy, and the local equilibrium occupation is

$$f=\frac{1}{e^{x}+1},\qquad x=\frac{E-\mu}{kT}.$$

At fixed $E$, a change of position changes $x$ by $dx=-d\mu/(kT)-x\,dT/T$. Define the thermal window

$$g(x)=-\frac{df}{dx}=\frac{e^x}{(e^x+1)^2}=\frac{1}{4\cosh^2(x/2)}.$$

Then

$$\left.\frac{\partial f}{\partial z}\right|_E=g(x)\left[\frac{1}{kT}\frac{d\mu}{dz}+\frac{x}{T}\frac{dT}{dz}\right].$$

Particles flow from high to low occupation at each energy. The differential conductivity $\sigma(E)\ge0$ is defined by the particle flux

$$j=-\frac{1}{e^2}\int\sigma(E)\left.\frac{\partial f}{\partial z}\right|_E dE .$$

In the relaxation-time model the occupation of a state with velocity $v_z$ deviates from $f$ by $-\tau v_z(\partial f/\partial z)_E$. Summing $v_z$ times this deviation over states gives

$$\sigma(E)=\frac{2e^2}{V}\sum_{\mathbf k}v_z^2\,\tau\,\delta(E-E_{\mathbf k}),$$

where $V$ is the volume and the factor 2 counts spin. The theorems below need only the definition of $\sigma(E)$, not this model.

Write $\Sigma_n=\int\sigma\,x^n g\,dx$. Since $dE=kT\,dx$, the charge current density $J=-ej$ is

$$J=\frac1e\left[\Sigma_0\frac{d\mu}{dz}+k\Sigma_1\frac{dT}{dz}\right].$$

A carrier transports the heat $E-\mu=kTx$, so the electronic heat flux is

$$Q=-\frac{1}{e^2}\left[kT\,\Sigma_1\frac{d\mu}{dz}+k^2T\,\Sigma_2\frac{dT}{dz}\right].$$

The effective electric field is $\mathcal E=(1/e)\,d\mu/dz$. At uniform temperature $J=\Sigma_0\mathcal E$, so the conductivity is $\sigma=\Sigma_0$. With the convention $J=\sigma(\mathcal E-S\,dT/dz)$, comparison with the expression for $J$ gives

$$S=-\frac ke\frac{\Sigma_1}{\Sigma_0}.$$

The sign is negative when conduction takes place mainly above $\mu$. At zero current, $d\mu/dz=-k(\Sigma_1/\Sigma_0)\,dT/dz$. Inserting this in $Q=-\kappa_e\,dT/dz$ yields

$$\kappa_e=\left(\frac ke\right)^2T\left(\Sigma_2-\frac{\Sigma_1^2}{\Sigma_0}\right).$$

### Lemma 1: three moments determine the figure of merit

Let the lattice conductivity $\kappa_l$ be fixed, whatever $\sigma(E)$ may be. Define the dimensionless transport distribution and its moments by

$$s(x)=\left(\frac ke\right)^2\frac{T\sigma(E)}{\kappa_l},\qquad I_n=\int s(x)\,x^n g(x)\,dx .$$

With $u=I_1/I_0$ and $K=I_2-I_1^2/I_0$,

$$ZT=\frac{S^2\sigma T}{\kappa_l+\kappa_e}=\frac{I_1^2/I_0}{1+K}=\frac{I_2-K}{1+K}.$$

*Proof.* Dividing $S^2\sigma T=(k/e)^2T\,\Sigma_1^2/\Sigma_0$ by $\kappa_l$ gives $I_1^2/I_0$. Dividing $\kappa_e$ by $\kappa_l$ gives $K$. The last form uses $I_1^2/I_0=I_2-K$. $\square$

The number $u$ is the mean reduced energy of the conducting carriers, and $S=-(k/e)u$. The quantity $K$ measures their spread:

$$\int s\,g\,(x-u)^2dx=I_2-2uI_1+u^2I_0=I_2-\frac{I_1^2}{I_0}=K\ge0 .$$

This spread is what lets electrons carry heat without a net current, as energetic carriers move one way and less energetic ones the other.

### Theorem 1: optimum at fixed weight

Let the transport weight be

$$W=\frac1e\int\sigma(E)\,dE .$$

Its value is the integral of $\sigma$ over energy in eV, with the unit S eV/m. In dimensionless form the weight is

$$B=\int s\,dx=\left(\frac ke\right)^2\frac{T}{\kappa_l}\,\frac{eW}{kT}=\frac ke\,\frac{W}{\kappa_l},$$

where one eV per charge $e$ is read as one volt. Among all nonnegative distributions of given $B$, sharp levels included,

$$ZT\le B\,b^2g(b),\qquad b\tanh\frac b2=2,\quad b>0 .$$

Equality holds only if the whole weight lies at $x=b$, or the whole weight lies at $x=-b$.

*Proof.* Subtracting the last form of $ZT$ in Lemma 1 from $I_2$ gives

$$I_2-ZT=\frac{I_2(1+K)-I_2+K}{1+K}=\frac{K(1+I_2)}{1+K}\ge0 .$$

Thus $ZT\le I_2$, with equality only for $K=0$, which means a single energy. Next set $p(x)=x^2g(x)$. Because $s\ge0$,

$$I_2=\int s\,p\,dx\le B\max_x p(x).$$

For $x>0$, $\ln p=2\ln x-\ln4-2\ln\cosh(x/2)$, so

$$\frac{p'}{p}=\frac2x-\tanh\frac x2 .$$

This is positive where $x\tanh(x/2)<2$ and negative where it exceeds 2. The product $x\tanh(x/2)$ rises from zero without bound, so there is one maximum, at $x=b$. Since $p$ is even, $-b$ is equally good. Equality in both bounds requires a single energy, located at one of these two points. $\square$

A root search gives $b=2.399$. The condition $\tanh(b/2)=2/b$ also simplifies the values at the optimum. From $1/\cosh^2=1-\tanh^2$,

$$g(b)=\frac14-\frac1{b^2}=0.0763,\qquad b^2g(b)=\frac{b^2}{4}-1=0.439 .$$

The position is a compromise. A carrier far from $\mu$ brings a large Seebeck voltage, which enters squared, but the window $g$ suppresses its conduction exponentially. Both signs of $x$ are allowed separately and not together: half the weight at $b$ and half at $-b$ gives the largest $I_2$, but $I_1=0$ and therefore $ZT=0$.

### The factor of three in the example

The linear band reaches $3\times10^5$ S/m at its upper end. Its weight is the area of a triangle,

$$W=\tfrac12(3\times10^5)(0.2)=3.0\times10^4\ \text{S eV/m}.$$

At 350 K, $kT=30.16$ meV and $k/e=86.17\ \mu$V/K. With $\kappa_l=1$ W/(m K), $B=2.585$. The sharp-level bound is

$$ZT=2.585\times0.4392=1.14,$$

at the energy $2.399\times30.16=72.4$ meV. The level's conductivity is $Wg(b)/kT=7.59\times10^4$ S/m, and its Seebeck coefficient is $-86.17\times2.399=-207\ \mu$V/K.

For the linear band the moments were integrated by Gauss-Legendre quadrature and $\mu$ was varied numerically near the lower edge. The best edge lies 0.04 $kT$ above $\mu$. There $\sigma=3.00\times10^4$ S/m, $S=-200.3\ \mu$V/K and $\kappa_e=0.136$ W/(m K), so that $ZT=0.371$. The ratio of the two figures of merit separates into three factors:

$$\frac{1.1355}{0.3706}=\underbrace{\frac{7.589}{2.999}}_{2.53}\times\underbrace{\left(\frac{206.8}{200.3}\right)^2}_{1.07}\times\underbrace{\frac{1+0.136}{1}}_{1.14}\simeq3.06 .$$

Most of the gain is conductivity. The triangle holds much of its weight at high energies, where the window is nearly closed, whereas the level holds all of it where the window is useful. The disappearance of $\kappa_e$ contributes only 14 percent here, because the lattice already carries most of the heat.

The upper cut at 0.2 eV is a bookkeeping choice. For this reason $\mu$ is kept near the lower edge: placed above the abrupt cut, it would give $ZT=0.64$ with a positive Seebeck coefficient, a result of the artificial edge. A linear band without a cut would have infinite weight, and the weight grows as the square of the cut. The factor of three therefore belongs to this definition of equal weight and is not a property of linear bands in general.

### Proposition: the cost of a small width

Let $s$ be symmetric about $b$ and confined to a narrow interval around it, with weight $B$ and variance $v$ in $x$. Let $Z_0=B\,b^2g(b)$ be the sharp-level value. To first order in $v$,

$$\frac{ZT}{Z_0}=1-v\left[g(b)+\frac{2+Z_0}{b^2}\right].$$

*Proof.* Since $p'(b)=0$, expansion of $p$ gives $I_2=Z_0+\tfrac12Bp''(b)v$. At this point $p''/p=(\ln p)''$. Differentiating $p'/p$ once more gives

$$\frac{p''(b)}{p(b)}=-\frac2{b^2}-\frac{1}{2\cosh^2(b/2)}=-\frac2{b^2}-2g(b).$$

Hence $I_2=Z_0\{1-v[1/b^2+g(b)]\}$. The mean $u$ differs from $b$ by a term of order $v$, whose square is negligible, so $K=Bg(b)v=Z_0v/b^2$. Expanding $(I_2-K)/(1+K)$ to first order gives $I_2-K(1+Z_0)$. Division by $Z_0$ gives

$$\frac{ZT}{Z_0}=1-v\left[\frac1{b^2}+g(b)\right]-v\,\frac{1+Z_0}{b^2},$$

which is the stated result. $\square$

For the example the bracket is $0.0763+3.1355/5.757=0.621$. A box of width 0.2 $kT$ has $v=0.2^2/12=0.0033$ and loses 0.2 percent of $Z_0$. The term with $Z_0$ shows that a given relative loss allows less width when $Z_0$ is larger: electronic heat then matters more beside the fixed lattice heat.

### Remark: the constraint fixes the position

Suppose that the conductivity is held fixed instead of the weight. A sharp level at $x$ then has $ZT=I_0x^2$ with $I_0$ constant, and no best position exists. With the conductivity of the optimal level above, $I_0=Bg(b)=0.197$. A level at 3 $kT$ gives $ZT=1.78$ and one at 6 $kT$ gives 7.10. The price is the weight $I_0/g(x)$, which grows nearly as $e^x$ at large $x$. The optimum at $2.4\,kT$ thus expresses a limited supply of transport weight.

## Part 2. A ceiling on the distribution, and the limits of the premise

The symbols needed from Part 1 are these. The reduced energy is $x=(E-\mu)/kT$, and the thermal window is $g=1/[4\cosh^2(x/2)]$. The distribution $s(x)=(k/e)^2T\sigma(E)/\kappa_l$ has weight $B=\int s\,dx$ and moments $I_n=\int s\,x^ng\,dx$. With $u=I_1/I_0$ and $K=I_2-I_1^2/I_0$, the figure of merit is

$$Z\equiv ZT=\frac{I_1^2/I_0}{1+K}=\frac{I_2-K}{1+K}.$$

At fixed $B$ its upper bound is $Z_0=0.439B$, reached by a sharp level at $b=2.40$ or at $-b$. In the example $T=350$ K, $kT=30.16$ meV, $\kappa_l=1$ W/(m K), $W=3.0\times10^4$ S eV/m, $B=2.585$ and $Z_0=1.14$.

A sharp level of finite weight has an infinite $\sigma(E)$. In the relaxation-time model $\sigma(E)$ is a density of states times squared velocity and scattering time, and a material with finite values of these has a finite peak. Let the peak be limited by $s(x)\le h$.

### Lemma 2: which energies help

Let a distribution have $u>0$ and $Z>0$. Adding a small weight $\eta$ at $x$ changes the figure of merit by

$$\delta Z=\frac{\eta\,g(x)\,q(x)}{1+K},\qquad q(x)=x^2-(1+Z)(x-u)^2 .$$

The addition raises $ZT$ if

$$\frac{um}{m+1}<x<\frac{um}{m-1},\qquad m=\sqrt{1+Z},$$

and lowers it outside this interval.

*Proof.* The moments change by $\delta I_n=\eta\,x^ng(x)$. Let $P=I_1^2/I_0$. Then

$$\delta P=2u\,\delta I_1-u^2\,\delta I_0=\eta g\,(2ux-u^2),$$

$$\delta K=\delta I_2-\delta P=\eta g\,(x-u)^2 .$$

From $Z=P/(1+K)$ follows $\delta Z=(\delta P-Z\,\delta K)/(1+K)$. The identity $2ux-u^2=x^2-(x-u)^2$ then gives $q$. It factorizes as

$$q=[x-m(x-u)]\,[x+m(x-u)]=[mu-(m-1)x]\,[(m+1)x-mu].$$

Since $m>1$, both factors are positive between the two stated roots, and they have opposite signs outside. $\square$

All helpful energies lie on the same side of $\mu$ as $u$. Carriers on the other side oppose the Seebeck voltage and add to the heat flow. Carriers on the right side but too close to $\mu$ also do harm. Below $u/2$ they make $\delta P=\eta g\,u(2x-u)$ negative: they dilute the mean energy $u$ more than they help by conducting. Between $u/2$ and the lower end of the interval $\delta P$ is positive, but the added electronic heat conduction outweighs this gain.

For small $Z$ the interval runs from about $u/2$ to about $2u/Z$, so high energies are welcome. For large $Z$ it closes around $u$, between about $u(1-1/m)$ and $u(1+1/m)$. In the linear band of the example, $Z=0.371$ and $u=2.32$, and the interval runs from 1.25 to 15.9. The band begins at $x=0.04$. Its lowest part, up to 1.25 $kT$ above $\mu$, therefore lowers $ZT$, although the thermal window is most open there.

### Theorem 2: the best distribution under a ceiling is a box

Let $0\le s\le h$ and $\int s\,dx\le B$. The largest $ZT$ is reached by a box: $s=h$ on one interval no wider than $B/h$, and $s=0$ elsewhere.

An upper limit on the weight replaces the fixed weight here. This does not change the least upper bound of $ZT$, since unused weight can be placed at very large $|x|$, where the window makes its effect vanish.

*Proof.* Take any admissible $s$ with $Z>0$. Reflection of $x$ leaves $ZT$ unchanged, so assume $u>0$. Keep the numbers $u$ and $Z$ of this distribution fixed, and define for every admissible $t(x)$ the linear functional

$$\Phi(t)=\int t(x)\,g(x)\,q(x)\,dx .$$

For the original distribution,

$$\Phi(s)=I_2-(1+Z)\int s\,g\,(x-u)^2dx=I_2-(1+Z)K=Z,$$

where the last step rearranges $Z(1+K)=I_2-K$.

The next step is to maximize $\Phi$. On the interval where $q>0$, $\ln(gq)$ is the sum of $\ln g$ and the logarithms of two positive linear functions. The logarithm of a linear function is concave, and $(\ln g)''=-2g<0$. Hence $\ln(gq)$ is strictly concave, and for any threshold $\lambda\ge0$ below the maximum, the set where $gq>\lambda$ is a single interval. Its length shrinks continuously to zero as $\lambda$ approaches the maximum of $gq$.

If the interval for $\lambda=0$ is no wider than $B/h$, keep $\lambda=0$. Otherwise raise $\lambda$ until the width equals $B/h$. Let $t^*$ be the box of height $h$ on the resulting interval. For every admissible $t$,

$$\Phi(t)=\int t\,(gq-\lambda)\,dx+\lambda\int t\,dx\le h\int_{gq>\lambda}(gq-\lambda)\,dx+\lambda B=\Phi(t^*).$$

The inequality uses $t\le h$ where $gq>\lambda$, $t\ge0$ elsewhere, and $\int t\,dx\le B$. The last equality holds because either $\lambda=0$ or the box uses the full weight. Hence $\Phi(t^*)\ge\Phi(s)=Z$.

It remains to return from $\Phi$ to the figure of merit. Let starred quantities belong to the box. Then

$$\int t^*g\,(x-u)^2dx=K^*+I_0^*(u-u^*)^2\ge K^* .$$

Therefore

$$Z\le\Phi(t^*)\le I_2^*-(1+Z)K^* .$$

Moving $ZK^*$ to the left gives $Z(1+K^*)\le I_2^*-K^*$, which says that the box has a figure of merit of at least $Z$.

Every distribution is thus matched or surpassed by a box no wider than $B/h$. Among these boxes a best one exists: $ZT$ depends continuously on position and width, and it tends to zero when the width vanishes or the box moves to infinity, because $ZT\le I_2$. $\square$

The proof replaces a search over all functions by a search over two numbers. It also makes "narrow" precise. At fixed $B$ the optimal width is at most $B/h$, so it tends to zero as the ceiling is raised. A box of width $B/h$ centred at $b$ then approaches $Z_0$, and the best box must do so too.

### The example with a ceiling

Let the ceiling be the largest value reached by the linear band, $3\times10^5$ S/m, or $h=0.780$. The position and width of the box were optimized numerically, with the moments again from Gauss-Legendre quadrature. The best box uses the full weight. Its width is

$$\frac Bh=\frac{2.5852}{0.7797}=3.32,$$

which is 100 meV. It extends from 1.52 to 4.84 $kT$ above $\mu$ and has $ZT=0.76$. At equal weight and equal ceiling this is twice the value of the linear band with $\mu$ near its lower edge, but two thirds of the sharp-level bound.

If the weight limit is removed and the ceiling kept, the best box runs from 1.49 to 9.92 $kT$ and has $ZT=0.83$. These edges agree with Lemma 2. With $m=\sqrt{1.834}=1.354$, their ratio should be $(m+1)/(m-1)=6.65$, and $9.92/1.49=6.66$ agrees within rounding. The box holds $8.43/3.32=2.5$ times the previous weight, for a gain of 10 percent. Under this ceiling, then, weight is no longer the main limit.

Raising the ceiling at fixed weight gives the following best boxes.

| Ceiling ($10^5$ S/m) | Width ($kT$) | Centre ($kT$) | $ZT$ |
|---:|---:|---:|---:|
| 3 | 3.32 | 3.18 | 0.76 |
| 9 | 1.11 | 2.50 | 1.07 |
| 30 | 0.33 | 2.41 | 1.13 |
| 90 | 0.11 | 2.40 | 1.13 |

Most of the possible gain is obtained with a width near 1 $kT$. In this model a threefold higher ceiling already gives about four fifths of the rise from 0.76 to the sharp-level bound of 1.14. The centre of a wide box lies above $b$. Its position follows from a balance: shifting a box of fixed width adds weight at one edge and removes it at the other, so by Lemma 2 the product $gq$ must be equal at the two edges.

### Remark: flattening a band along the current does not keep its weight

A band that is flat along the current has a narrow range of energies, but its carriers are slow. Consider a band whose energy along the current is $E=E_c-D\cos ka$, with half-width $D$ and lattice spacing $a$. The velocity is

$$v_z=\frac1\hbar\frac{dE}{dk}=\frac{Da}{\hbar}\sin ka .$$

Integrating the relaxation-time expression for $\sigma(E)$ over all energies removes the delta function. With $N$ states per volume, spin included, and an energy-independent $\tau$,

$$\int\sigma(E)\,dE=e^2N\tau\,\frac{D^2a^2}{\hbar^2}\,\overline{\sin^2ka}=\frac{e^2N\tau D^2a^2}{2\hbar^2}.$$

The weight falls as $D^2$ while the width falls as $D$, so the height of $\sigma(E)$ falls as $D$. Narrowing by this route lowers the peak instead of raising it.

Give this band the weight $3.0\times10^4$ S eV/m at $D=100$ meV, and hold $\tau$, $a$, $N$ and $\kappa_l$ fixed. Sums over 4000 wave numbers, with the band centre optimized relative to $\mu$ for each $D$, give $ZT=0.48$ at $D=100$ meV, 0.22 at 50 meV, 0.043 at 20 meV and 0.0028 at 5 meV. The last value is the sharp-level result with the reduced weight, $1.14\times(5/100)^2$. For these parameters, with $a$ and $\kappa_l$ fixed, flattening along the current helps only if the scattering time or the number of states grows enough to make up for the lost velocity. At larger $ZT$ the spread of energies matters more, but the trend is slow to turn. With a hundred times the weight, $ZT$ still falls along the same sequence of $D$, from 10.8 at 100 meV to 9.95 at 50 meV. With a thousand times the weight it rises from 26 to 31, far outside the range of real materials. Flattening across the current is different. If the energy is a sum of separate terms for each direction and $\tau$ is constant, reducing the transverse terms leaves $v_z$ and the weight unchanged while it narrows $\sigma(E)$, but only down to the width of the band along the current. The constant $\tau$ is a strong assumption here: in a real crystal the higher density of states usually increases the scattering, and a shorter $\tau$ reduces the weight.

### Sizes of the neglected effects

Each estimate below changes one assumption and keeps the others.

*Lifetime broadening.* A carrier lifetime of 50 fs broadens a level by $\hbar/\tau=13$ meV, or 0.44 $kT$. This is the full width at half maximum of the spectral function, a Lorentzian. In linear response without vertex corrections, $\sigma(E)$ contains the square of the spectral function, whose tails fall as the fourth power of the distance from the centre. At equal weight and with an optimized centre, numerical integration gives $ZT=1.10$, a loss of 3 percent relative to the sharp level. The variance formula of Part 1 agrees: the squared Lorentzian has $v=(0.44/2)^2=0.048$, and $0.621\times0.048=0.03$. The tails matter greatly. If $\sigma(E)$ itself were a Lorentzian of the same full width and weight, $ZT$ would fall to 0.76. Only 5 percent of its weight lies below the helpful interval of Lemma 2, which then begins at 1.21 $kT$, yet removing this part raises $ZT$ to 0.94 and so recovers about half of the loss.

*Minority carriers.* Add a valence band that mirrors the linear band across a gap of 0.15 eV, and leave $\mu$ where it was. The sharp level drops from 1.14 to 0.65 and the linear band from 0.37 to 0.32. The level suffers more because $\mu$ lies 72 meV below it and hence only 78 meV above the valence band. For the linear band that distance is 149 meV. Moving $\mu$ up to 57 meV below the level recovers part of the loss and gives $ZT=0.75$. This gap is already $5\,kT$, twice the optimal distance. With the same mirror band and $\mu$ optimized, a gap of 0.20 eV gives $ZT=0.98$, 0.25 eV gives 1.09 and 0.30 eV gives 1.12. In this model the optimum at $2.4\,kT$ thus presupposes a gap of about $8\,kT$ or more, so that the thermal tail of the holes is small.

*Contacts.* Two contacts of $10^{-7}\ \Omega\,$cm$^2$ each on a film 10 $\mu$m thick add the fraction

$$\frac{2\rho_c\sigma}{L}=\frac{2(10^{-11}\ \Omega\,\text{m}^2)(7.59\times10^4\ \text{S/m})}{10^{-5}\ \text{m}}=0.15$$

to the electrical resistance of the sharp-level film. Its effective $ZT$ falls to $1.14/1.15=0.99$. The fraction is inversely proportional to film thickness. Thermal contact resistance is not included.

*Operating temperature.* If the level stays 72 meV above $\mu$, with $W$ and $\kappa_l$ unchanged, $ZT$ is 1.10 at 300 K and 1.11 at 400 K. The sensitivity is small because $B=(k/e)W/\kappa_l$ does not contain $T$ and the maximum of $x^2g$ is broad. Real changes of $\kappa_l$, $\tau$ and $\mu$ with temperature come on top of this.

### The model beside a real film

The round parameters lie in the rough regime of n-type bismuth telluride, whose lattice conductivity is of order 1 W/(m K), whose gap is between 0.1 and 0.2 eV, and whose Seebeck coefficient in useful samples is around $-200\ \mu$V/K. The conductivity of the model's linear band, $3\times10^4$ S/m, is a few times below that of a good bulk crystal, which is roughly $10^5$ S/m. Its $ZT$ of 0.37 is correspondingly low and should not be read as a prediction for the material. The crystal is layered and anisotropic, so $\sigma(E)$ and $\kappa_l$ must both refer to the direction of current. The assumption that a real film breaks most plainly is the unlimited peak of $\sigma(E)$: with the model's ceiling, the best value falls from 1.14 to 0.76. Minority carriers across the small gap cause a loss of similar size for the sharp level. In this model, narrowing the transport distribution therefore promises most when three conditions hold together: the weight is preserved, the peak can rise, and the gap keeps the opposite carriers out.

All numerical values are calculated from the stated model.
